# Area decay of a monolayer island: slow attachment versus slow diffusion

**Problem.** A circular island one atomic layer high, of radius \(R\) and area \(A=\pi R^2\), sits on a wide terrace during an anneal. Nothing is deposited and nothing evaporates. Atoms detach from the island edge, wander over the terrace as adatoms, and are taken up by steps a distance \(L\) away. The adatom density in equilibrium with a straight step is \(c_0\) (atoms per area). The area per atom is \(\Omega\), the step tension (energy per length) \(\gamma\), and the adatom diffusivity \(D\). An edge facing an adatom density \(c\) captures \(kc\) atoms per length and time, which defines the attachment coefficient \(k\), a velocity.

How does \(A\) depend on time when attachment is the slow process, and how when diffusion is? Evaluate both for

- \(T=950\) K, \(\Omega=0.15\) nm², \(\gamma=0.10\) eV/nm, \(\Omega c_0=0.01\);
- \(D=10^8\) nm²/s, \(k=10^4\) nm/s, \(R_0=100\) nm, \(L=2000\) nm.

## A tempting solution

If the edge is the bottleneck, the decay rate should be the rate at which the edge releases atoms. By detailed balance, an edge in equilibrium with density \(c_0\) releases \(kc_0\) atoms per length and time. The perimeter is \(2\pi R\), so

\[
\frac{dA}{dt}=-\Omega\,(2\pi R)\,kc_0 ,\qquad \frac{dR}{dt}=-\Omega k c_0 .
\]

The radius would shrink linearly and the area quadratically. With \(\Omega k c_0=0.01\times10^4=100\) nm/s, the island would vanish in 1 s.

## Where it fails

The release rate is right, but it is a gross rate. The terrace is not empty: its adatoms return to the edge at almost the same rate. If the density is \(c_0\), a straight step gains as many atoms as it loses and does not move, whereas the argument above makes it retreat at 100 nm/s. An island shrinks because its edge is curved, and curvature raises its release rate slightly above the capture rate. That small difference must be calculated.

## The density at a curved edge

An island of \(N\) atoms has \(\pi R^2=N\Omega\), hence \(dR/dN=\Omega/(2\pi R)\). Its edge energy is \(2\pi R\gamma\), so removing one atom lowers this energy by

\[
2\pi\gamma\,\frac{dR}{dN}=\frac{\gamma\Omega}{R}.
\]

The chemical potential of an island atom is higher by this amount than at a straight step. For a dilute adatom gas, the chemical potential relative to density \(c_0\) is \(k_BT\ln(c/c_0)\). Equating the two gives

\[
c_{\rm eq}(R)=c_0e^{\Gamma/R}\simeq c_0\left(1+\frac{\Gamma}{R}\right),\qquad \Gamma=\frac{\Omega\gamma}{k_BT}.
\]

The linear form is the linearised Gibbs-Thomson relation and needs \(R\gg\Gamma\).

## The current across the terrace

Let \(I\) be the net number of atoms leaving the island per unit time. I assume that the terrace density adjusts quickly compared with the island's life, so that the same \(I\) crosses every circle around the island. Then \(I=-2\pi rD\,dc/dr\), and integration from \(R\) to \(L\) gives

\[
c(R)-c(L)=\frac{I}{2\pi D}\ln\frac{L}{R}.
\]

At the island edge, release minus capture is \(I=2\pi Rk[c_{\rm eq}(R)-c(R)]\). The distant steps are modelled as a circle of radius \(L\), with the same \(k\) and the straight-step density \(c_0\), so \(I=2\pi Lk[c(L)-c_0]\). Solving each relation for its density difference and adding all three cancels \(c(R)\) and \(c(L)\):

\[
c_0\frac{\Gamma}{R}=\frac{I}{2\pi}\left[\frac{1}{kR}+\frac{1}{D}\ln\frac{L}{R}+\frac{1}{kL}\right].
\]

The brackets hold three resistances in series: island edge, terrace and outer step. Adatoms on top of the island have no other exit, so in the steady state they carry no net current.

Each lost atom removes an area \(\Omega\), so \(dA/dt=-\Omega I\). Solving for \(I\), then multiplying numerator and denominator by \(kR\), gives

\[
\frac{dA}{dt}=-\frac{2\pi\Omega kc_0\Gamma}{1+\dfrac{kR}{D}\ln\dfrac{L}{R}+\dfrac{R}{L}} .\tag{1}
\]

## Slow attachment

If \((kR/D)\ln(L/R)\ll1\) and \(R/L\ll1\), the denominator is 1 and

\[
\frac{dA}{dt}=-2\pi\Omega kc_0\Gamma,\qquad A(t)=A_0-2\pi\Omega kc_0\Gamma\,t .
\]

The area falls linearly. The perimeter available for exchange is proportional to \(R\), the excess density driving the exchange to \(1/R\), and the product does not depend on size. The lifetime is \(R_0^2/(2\Omega kc_0\Gamma)\).

Slow attachment is not sufficient by itself: the density around the island must also be \(c_0\). Suppose neighbouring islands hold it at \(c_0(1+\Gamma/R_c)\), with \(R_c>R_0\). The driving difference becomes \(c_0\Gamma(1/R-1/R_c)\), and

\[
\frac{dA}{dt}=-2\pi\Omega kc_0\Gamma\left(1-\frac{R}{R_c}\right),
\]

which speeds up as the island shrinks. Writing \(dA=2\pi R\,dR\), the lifetime is

\[
\frac{1}{\Omega kc_0\Gamma}\int_0^{R_0}\frac{R\,dR}{1-R/R_c}
=\frac{R_c^2}{\Omega kc_0\Gamma}\left[-\ln(1-q)-q\right],\qquad q=\frac{R_0}{R_c}.
\]

Relative to the isolated island this is longer by the factor \(2[-\ln(1-q)-q]/q^2\), which is 1.545 for \(q=0.5\). This is why the island must be isolated.

## Slow diffusion

Now let \(k\to\infty\) in (1). The middle term dominates the denominator and \(k\) cancels:

\[
\frac{dA}{dt}=-\frac{2\pi\Omega Dc_0\Gamma}{R\ln(L/R)} .
\]

For \(R<L/e\), as here, \(R\ln(L/R)\) decreases as \(R\) decreases, so the rate grows as the island shrinks. With \(dA=2\pi R\,dR\), this becomes \(R^2\ln(L/R)\,dR=-\Omega Dc_0\Gamma\,dt\). Let \(\tau\) be the time left until the island vanishes. Integrating by parts,

\[
\Omega Dc_0\Gamma\,\tau=\int_0^R\rho^2\ln\frac{L}{\rho}\,d\rho
=\frac{R^3}{3}\ln\frac{L}{R}+\int_0^R\frac{\rho^2}{3}\,d\rho ,
\]

because the boundary term vanishes at \(\rho=0\). Therefore

\[
\tau=\frac{R^3}{3\Omega Dc_0\Gamma}\left[\ln\frac{L}{R}+\frac13\right].
\]

Without the logarithm this would be \(A\propto\tau^{2/3}\), in contrast to \(A\propto\tau\) for slow attachment. The local exponent, using \(d\tau/dR=R^2\ln(L/R)/(\Omega Dc_0\Gamma)\), is

\[
\frac{d\ln A}{d\ln\tau}=\frac{2\tau}{R\,d\tau/dR}=\frac23\left[1+\frac{1}{3\ln(L/R)}\right].
\]

Within the steady-state model it approaches \(2/3\) slowly, as \(R/L\to0\). The distance \(L\) cannot be dropped from the steady-state law, whose current tends to zero as \(L\to\infty\). That law needs \(L\) well below \(\sqrt{D\tau}\), the distance adatoms spread in the time left. For more distant steps the steady state is never reached and \(L\) drops out: with the numbers below and \(k\to\infty\), time-dependent diffusion gives a lifetime of about 10.6 s for both \(L=2\times10^5\) and \(2\times10^6\) nm, where the formula gives 14 s and 19 s. For finite \(k\) the diffusion law also needs \(R\ln(L/R)\gg D/k\), which fails for a small enough island.

## Numbers

With \(k_BT=0.08186\) eV, \(\Gamma=0.15\times0.10/0.08186=0.1832\) nm. For slow attachment,

\[
\left|\frac{dA}{dt}\right|=2\pi\times0.01\times10^4\times0.1832=115\ \text{nm}^2/\text{s},
\]

or about 770 atoms per second. The initial area is 31 416 nm², so the lifetime is 273 s (4.5 min), not 1 s.

The neglected terms in (1) are initially 0.030 for diffusion and 0.050 for the outer step. The rate therefore starts at \(115.1/1.080=106.6\) nm²/s and rises towards 115 nm²/s. Integrating (1) gives the lifetime

\[
\frac{1}{\Omega kc_0\Gamma}\left[\frac{R_0^2}{2}+\frac{kR_0^3}{3D}\left(\ln\frac{L}{R_0}+\frac13\right)+\frac{R_0^3}{3L}\right]=288\ \text{s}.
\]

For the contrast, keep everything fixed except \(k\), which goes to infinity. With \(\ln20=2.996\),

\[
\tau_0=\frac{10^6\times(2.996+0.333)}{3\times0.01\times10^8\times0.1832}=6.06\ \text{s}.
\]

| | slow attachment | slow diffusion |
|---|---|---|
| fraction of area left after half the lifetime | 0.50 | 0.60 |
| lifetime factor, \(R_0\) doubled | 4 | 6.3 |
| local exponent at \(R_0\) | 1 | 0.74 |

The 0.60 comes from solving \(\tau(R)=\tau_0/2\) numerically. The doubling is done at fixed \(L\); the logarithm keeps the second factor below 8.

The assumption of quick adjustment holds for the lifetimes. In the diffusion limit it weakens at the very end: the true rate exceeds the steady law by 4% at \(R=10\) nm and by 12% at \(R=5\) nm, when about 0.01 s and 0.001 s remain. Diffusion across the terrace takes about \(L^2/D=0.04\) s, and exchange with the outer step about \(L/(2k)=0.1\) s in the slow-attachment case. Corrections of order \(\Omega c_0=1\%\) are left out. Terrace uncovered by the retreating edge must be filled with adatoms, which takes about \(c_0\) atoms per uncovered area. The top of the island loses the same area, and the adatoms that were there, also of density about \(c_0\), are released. In the diffusion limit the two effects cancel; the first alone would make the island shrink about 1% faster.

## How far the straight line can be trusted

Keeping the exponential in \(c_{\rm eq}\) replaces \(\Gamma\) in the area rate by \(R(e^{\Gamma/R}-1)\simeq\Gamma(1+\Gamma/2R)\). The lifetime integrand changes from \(R\) to about \(R-\Gamma/2\), which shortens the life by the fraction \(\Gamma/R_0=0.18\%\).

Chance matters more. With the terrace held at \(c_0\), atoms attach and detach independently, each at a rate near \(2\pi Rkc_0\), while the net loss is \(v=2\pi kc_0\Gamma\). Over the lifetime \(t_0=N_0/v\), with \(R=R_0\sqrt{1-t/t_0}\), the variance of the atom number is \(4\pi kc_0\int R\,dt=\tfrac{8\pi}{3}kc_0R_0t_0\). Dividing by \(N_0^2=(vt_0)^2\) and using \(N_0=\pi R_0^2/\Omega\), the relative scatter of the lifetime is

\[
\sqrt{\frac{4\Omega}{3\pi\Gamma R_0}}=5.9\% .
\]

The linear law describes the mean area until roughly the last tenth of the lifetime, when some islands have already vanished. The lifetime of a single island of 209 440 atoms typically differs from the mean by several per cent.

## Beside a real surface

The parameters are round values in the rough regime of annealed silicon (001), not measured ones. In the slow-attachment limit the lifetime varies as \(1/(kc_0\gamma)\), so a factor of two in any of these changes it by the same factor. On that surface the mobile units are largely dimers; at fixed coverage \(\Omega c_0\) and fixed \(k\), doubling \(\Omega\) doubles \(\Gamma\) and halves the lifetime. The elastic edge energy from the anisotropic surface stress, which depends on island size, is not included. Steps on that surface are anisotropic, which breaks the assumption of a circle. If the island keeps its equilibrium shape, its edge energy and perimeter both scale as \(\sqrt A\). The energy released per atom then scales as \(1/\sqrt A\), and the area still falls linearly, even if \(k\) depends on the orientation of the edge. For a uniform \(k\), take an ellipse of aspect ratio 2 whose principal step tensions, in the same ratio, have geometric mean \(\gamma\). Its edge energy equals that of the circle of equal area, but its perimeter, and hence its decay rate, is 9% larger. Attachment with a uniform \(k\) does not by itself preserve this shape: the aspect ratio grows from 2 to about 2.6 by the time 13% of the area is left. The rate nevertheless stays 9% above that of the circle, because for a convex island it is set by the integral of \(k(\gamma+\gamma'')\) over the edge orientation, which does not depend on the shape.

In a growth reactor, residual deposition can offset the decay. Let a flux \(F\) (atoms per area and time) land on the terrace while the island neither gains nor loses. All atoms landing between \(R_0\) and \(r\) then flow outwards, so \(-Dr\,dc/dr=F(r^2-R_0^2)/2\). Integrating this, adding the outer-step difference \(F(L^2-R_0^2)/(2kL)\), and setting the total equal to \(c_0\Gamma/R_0\) gives

\[
F\left[\frac{L^2-R_0^2}{2kL}+\frac{L^2-R_0^2}{4D}-\frac{R_0^2}{2D}\ln\frac{L}{R_0}\right]=\frac{c_0\Gamma}{R_0}.
\]

Here \(\Omega F=1.7\times10^{-4}\) monolayers per second, so even this weak flux halts the decay at \(R=R_0\). The balance is unstable: under the same flux a slightly smaller island still shrinks and vanishes, while a slightly larger one grows. Atoms landing on the island itself are left out; the edge would have to pass them on to the terrace, which lowers the halting flux by about 5%. Desorption is negligible by comparison. With a rough barrier of 3.6 eV and prefactor \(10^{13}\) s⁻¹, an adatom stays about \(1.3\times10^6\) s, and the terrace loses \(0.01/(1.3\times10^6)\approx8\times10^{-9}\) monolayers per second.
